The Edge Intensity of a Half-Plane at Sigma One

Suppose a resist clears at a dose of 60 mJ/cm2, and the exposure must place the edge of a large opaque area at its geometric position. If the edge is assumed to receive one quarter of the clear-field intensity, as in coherent imaging, the clear-field dose is set to 240 mJ/cm2. If it is assumed to receive one half, as in incoherent imaging, the dose is set to 120 mJ/cm2. When the illumination just fills the pupil, both settings misplace the edge. The edge then receives one third of the clear field, and the correct dose is 180 mJ/cm2.

**Model and conventions**

The mask is thin. Its amplitude transmission t(x) is 0 for x < 0 and 1 for x > 0, and does not depend on y. The image is scalar, in focus, and free of aberration and apodization. Positions x are measured at the wafer in units of λ/NA, and spatial frequencies in units of NA/λ, so the pupil is the unit disk. The source is incoherent and fills a disk of radius sigma uniformly in the same coordinates. Intensities are relative to the clear field.

The spectrum of the edge follows from a small damping ε > 0:

∫₀^∞ exp(−2πiνx − εx) dx = 1/(ε + 2πiν) = ε/(ε² + 4π²ν²) − 2πiν/(ε² + 4π²ν²).

The first term has area 1/2 over ν and narrows to δ(ν)/2 as ε → 0. The second tends to −i/(2πν) = 1/(2πiν), taken as a principal value (PV). Hence

T(ν) = δ(ν)/2 + PV 1/(2πiν).   (1)

A source point (s, s_y) illuminates the mask with a tilted plane wave, which shifts this spectrum in the pupil. With P the pupil function, and apart from the phase factor of the tilt, the image amplitude is

A_s(x) = ∫ T(ν) P(s + ν, s_y) exp(2πiνx) dν.   (2)

Different source points do not interfere, so I(x) is the average of |A_s(x)|² over the source. For sigma ≤ 1 every undiffracted beam passes the pupil. Without a mask each source point then gives intensity 1, and the average needs no further normalization.

**One chord of the pupil**

Diffraction at the edge moves light along x only. A source point at height s_y therefore uses a single chord of the pupil, of half-length a = √(1 − s_y²). The pupil transmits where −a < s + ν < a, that is, for ν between −a − s and a − s. For |s| < a this interval contains ν = 0, and

PV ∫ dν/ν = lim(ε→0) { ln[ε/(a + s)] + ln[(a − s)/ε] } = ln[(a − s)/(a + s)] ≡ L.   (3)

The cutoff ε cancels because it is the same on both sides of zero. From (1) and (2),

A_s(0) = 1/2 + L/(2πi) = 1/2 − iL/(2π),
|A_s(0)|² = 1/4 + L²/(4π²).   (4)

For the axial source point L = 0, and the coherent value 1/4 remains. For a source point with s ≠ 0 the pupil cuts off more of the diffracted light on one side than on the other. The unbalanced part is in quadrature with the amplitude 1/2, so it adds intensity whichever side is cut.

At sigma = 1 the source covers the whole chord. L diverges at its ends, but only logarithmically, so L² can be integrated. Put s = a tanh w. Then

(a − s)/(a + s) = (1 − tanh w)/(1 + tanh w) = exp(−2w),

so L = −2w, and ds = a sech²w dw. The chord average is

⟨L²⟩ = (1/2a) ∫ 4w² a sech²w dw = 4 ∫₀^∞ w² sech²w dw,   (5)

where the evenness of the integrand has been used. Integrate by parts with tanh w − 1 as the antiderivative of sech²w. The boundary terms vanish at both ends, leaving

∫₀^∞ w² sech²w dw = 2 ∫₀^∞ w (1 − tanh w) dw.

For w > 0,

1 − tanh w = 2 exp(−2w)/(1 + exp(−2w)) = 2 Σ (−1)^(n+1) exp(−2nw), n = 1, 2, …

The terms alternate and decrease, so each partial sum lies between zero and the first term. This common bound allows integration term by term. With ∫₀^∞ w exp(−2nw) dw = 1/(4n²),

∫₀^∞ w² sech²w dw = Σ (−1)^(n+1)/n² = π²/6 − 2·(1/4)·π²/6 = π²/12.   (6)

Here the full sum of 1/n² is π²/6, and twice its even terms has been subtracted. Equation (5) gives ⟨L²⟩ = π²/3, and (4) gives

⟨|A_s(0)|²⟩ = 1/4 + 1/12 = 1/3.   (7)

The half-length a has dropped out, so every chord has the same average. Weighting each chord by its length and dividing by the disk area π gives

I(0) = (1/π) ∫ 2a · (1/3) ds_y = 1/3.   (8)

This proves the result within the stated model. By the symmetry of the disks it holds for any orientation of the edge. It contains neither λ nor NA, so a mixture of wavelengths, each in focus and each filling the pupil, gives the same value.

An image calculation that uses neither the principal value nor the logarithm supports (8). A grating of equal opaque and clear bars, with a period of 400 λ/NA, was imaged by summing its diffraction orders for a discrete set of source points. The intensity at a bar edge is 0.33377. The excess of 0.0004 over 1/3 comes from the coarse sampling of the source. With fine sampling it falls below 0.00001 for periods from 100 to 1600 λ/NA.

**Why the value is one third**

Equation (7) does not depend on the circular shape. Let f(s) ≥ 0 be a real pupil amplitude along one line of constant s_y, bounded, piecewise smooth, and zero outside a finite range. Define

Hf(s) = (1/π) PV ∫ f(t)/(s − t) dt.

With t = s + ν, (1) and (2) give

A_s(0) = f(s)/2 + (1/2πi) PV ∫ f(t)/(t − s) dt = f/2 − Hf/(2i) = (f + iHf)/2.   (9)

Now consider, for Im z > 0,

F(z) = (i/π) ∫ f(t)/(z − t) dt.

As z approaches the real axis from above, 1/(s − t + iε) tends to PV 1/(s − t) − iπδ(s − t). The boundary value is therefore F = f + iHf = 2A_s(0). F is analytic in the upper half-plane and falls off as 1/z. Close the real axis with a large semicircle in that half-plane. The integral of F³ over the semicircle vanishes, because F³ falls off as 1/z³, and the logarithmic singularities at jumps of f are integrable. Hence ∫F³ ds = 0. Its real part is

∫ [f³ − 3f(Hf)²] ds = 0,  so  ∫ f(Hf)² ds = (1/3) ∫ f³ ds.   (10)

Let the source intensity be proportional to f. The clear-field amplitude from source point s is f(s), so the clear field is ∫ f·f² ds, and

∫ f|A_s(0)|² ds / ∫ f³ ds = (1/4)(1 + 1/3) = 1/3.   (11)

The ratio is the same on every line of constant s_y, so it survives the sum over lines. A source intensity proportional to a real, non-negative pupil amplitude is thus sufficient for the value 1/3. A uniform source matched to a clear pupil of any shape is a special case.

Two other matched systems were evaluated directly. A pupil section made of the two intervals 0.6 < |s| < 1 gives 0.3333333. A Gaussian pupil with a matching Gaussian source, treated in real space through its coherence function, gives the same number. The Gaussian has no finite range, but it decays fast enough for the contour argument to hold.

**Smaller and larger sources**

For sigma < 1, equation (4) still holds at every source point, but the average runs over the smaller disk:

I(0) = 1/4 + ⟨L²⟩/(4π²).   (12)

When sigma is small, a ≈ 1 and L ≈ −2s. The mean of s² over a disk of radius sigma is sigma²/4, so ⟨L²⟩ ≈ sigma² and

I(0) ≈ 1/4 + sigma²/(4π²).   (13)

At sigma = 0.1 the excess over 1/4 from (12) is 1.005 times the excess from (13). Further values from (12) are 0.252 at sigma = 0.3, 0.257 at 0.5, 0.267 at 0.7 and 0.289 at 0.9. The grating calculation at sigma = 0.7 also gives 0.267.

More than half of the rise from 1/4 to 1/3 thus takes place between sigma = 0.9 and 1. To see why, let R(r) be the average of |A_s(0)|² over a ring of source points of radius r. Then

sigma² I(0) = ∫₀^sigma 2r R(r) dr,
dI(0)/dsigma = (2/sigma)[R(sigma) − I(0)].   (14)

On the ring, a² − s² = 1 − s_y² − s² = 1 − r². As r → 1, either a − s or a + s therefore tends to zero at every point with s ≠ 0. L² diverges there, and so does R. The curve I(0) against sigma reaches 1/3 with infinite slope: the value is finite, but it is sensitive to a slight underfill of the pupil. A slight overfill matters as much, with the opposite sign: the edge intensity differs from 1/3 by −0.019 at sigma = 0.98, by +0.022 at 1.02 and by +0.053 at 1.1.

For a source much larger than the pupil, points with |s| > a must be included. Their undiffracted beam is blocked, but some of their diffracted light passes. The contour argument applied to F² gives ∫[f² − (Hf)²] ds = 0. Summed over all s,

∫ |A_s(0)|² ds = (1/4) ∫ [f² + (Hf)²] ds = (1/2) ∫ f² ds.   (15)

For a clear pupil the clear field is ∫f² ds, because blocked source points contribute nothing to it. The edge intensity is then 1/2, the incoherent value. Source points inside the pupil supply 1/3 and those outside supply 1/6. Direct integration of the outside part gives 0.1666667. This limit is formal, since real propagation angles are bounded.

**The slope at the edge**

To turn an intensity error into a position error, differentiate (2) at x = 0. The factor 2πiν removes the delta function, since νδ(ν) = 0, and cancels the denominator of the second term in (1):

A_s′(0) = ∫ P(s + ν, s_y) dν = 2a.

This is real, and Re A_s(0) = 1/2. Therefore d|A_s|²/dx = 2 Re(A_s* A_s′) = 2a. Averaging over the disk, where each chord has weight 2a/π,

dI/dx = (1/π) ∫ (2a)² ds_y = (4/π) ∫ (1 − s_y²) ds_y = 16/(3π) ≈ 1.698,   (16)

in units of NA/λ, with s_y running from −1 to 1. The central difference of the grating image between x = −0.02 and 0.02 is 1.695.

**An absorber that leaks**

Let the absorber have a complex amplitude transmission τ instead of zero. The mask is then τ + (1 − τ)t(x), and the amplitude at the edge becomes τ + (1 − τ)A_s(0). Its squared modulus is

|τ|² + |1 − τ|²|A_s|² + 2 Re[τ*(1 − τ)A_s].

L is odd in s, so the average of A_s over the source is 1/2. With ⟨|A_s|²⟩ = 1/3,

I(0) = |τ|² + (1 − 2 Re τ + |τ|²)/3 + Re τ − |τ|² = (1 + Re τ + |τ|²)/3.   (17)

Unless Re τ = 0, the leading change is linear in the leaked amplitude, because the leaked light interferes with the light from the clear side. For τ = 0.3 − 0.2i, equation (17) gives 0.4767 and the grating gives 0.4769.

**Defocus**

A defocus z adds the pupil phase φρ², where ρ is the pupil radius coordinate and, for small NA, φ = πz NA²/λ. The pupil is no longer real, and (11) does not apply. After removal of a phase common to the whole amplitude,

A_s(0) = 1/2 + (1/2πi) PV ∫ exp[iφ(t² − s²)]/(t − s) dt,   (18)

with t from −a to a. Expand the exponential to second order. The zeroth-order integral is L. The first-order one is iφ∫(t + s) dt = 2iφas. The second-order one is −φ²K/2, with

K = ∫ (t² − s²)(t + s) dt = 2a³s/3 − 2as³.

Thus A_s(0) = 1/2 + φas/π + (L − φ²K/2)/(2πi), and through order φ²

|A_s|² = 1/4 + L²/(4π²) + φas/π + φ²a²s²/π² − φ²LK/(4π²).   (19)

The term linear in φ is odd in s and averages to zero. In the next term ⟨s²⟩ = a²/3, which gives φ²a⁴/(3π²). For the last term put s = au, so that L = −2 artanh u. Integration by parts gives

∫₀¹ u artanh u du = ∫₀¹ (1/2) du = 1/2,
∫₀¹ u³ artanh u du = ∫₀¹ (1 + u²)/4 du = 1/3.

Hence ⟨−LK⟩ = 2a⁴[(2/3)(1/2) − 2(1/3)] = −2a⁴/3, and the last term contributes −φ²a⁴/(6π²). The sum for one chord is φ²a⁴/(6π²). With s_y = sin θ, the disk average of a⁴ is (2/π)∫cos⁶θ dθ = (2/π)(5π/16) = 5/8, so

I(0) ≈ 1/3 + 5φ²/(48π²).   (20)

At φ = 0.1 rad the change calculated from (18) is 0.9997 times this estimate. Small defocus of either sign raises the edge intensity.

**A chromium edge in i-line projection**

Take a chromium mask edge printed at unit magnification with λ = 365 nm, NA = 0.20 and sigma = 1. These are rough values for a low-resolution projection tool. The length unit is 365 nm/0.20 = 1825 nm, and (16) gives a slope of 1.698/1825 nm = 9.30 × 10⁻⁴ per nm. With a threshold dose of 60 mJ/cm2, the clear-field dose that puts the edge on its geometric position is 60/(1/3) = 180 mJ/cm2.

If the dose is raised so that the relative threshold is 0.30, the printed edge moves by

(0.30 − 0.3333)/(9.30 × 10⁻⁴ per nm) ≈ −36 nm,

which is towards the opaque side. The grating image has intensity 0.3011 at that position. About 0.0004 of the difference of 0.0011 from the threshold is sampling error. The level 0.30 actually lies at −36.5 nm, within 1 nm of the linear estimate, which is therefore adequate here.

The following changes are each taken alone, with the relative threshold held at 1/3. The displacements are linear estimates with the ideal slope (16). They neglect any change in the slope itself, which for the defocus below is roughly a tenth:

- Chromium of optical density 3 has |τ| = 10^(−3/2) = 0.0316. Equation (17) gives +0.011 if the leaked light is in phase and −0.010 if it is in opposite phase. The in-phase case moves the edge by −12 nm.
- A defocus of 4000 nm gives φ = π·4000·0.04/365 = 1.38 rad. Equation (18) gives a change of +0.0188, or −20 nm, and the grating gives +0.0187. The second-order estimate (20), +0.0200, is about 6 % above the full change. With the reduced slope included, the edge moves by −23 nm. The exact, non-paraxial defocus phase raises the intensity change to +0.0192.
- Underfilling to sigma = 0.9 changes the intensity by −0.044, or about +48 nm by the linear estimate. The image is steeper at this sigma (slope 1.77 at the edge), and the level 1/3 is actually reached at +44 nm.
- A uniform flare that carries a fraction 0.02 of the light and averages over half-open surroundings adds 0.02(1/2 − 1/3) = +0.0033, relative to a fully open frame. The local clear level is then 0.99, and relative to that level the change is +0.0067.
- The vector character of light focused in air adds less than 0.001 at this NA. The value +0.0008 in the output treats the mask side as paraxial and omits the radiometric amplitude factor (1 − NA²ρ²)^(−1/4) of a large-reduction system; with that factor the change is +0.0005. For a thin mask at unit magnification the change is much smaller, about +0.00001.
- A chromium film 100 nm thick, a rough value, casts a geometric shadow of up to 100·0.20/√(1 − 0.04) ≈ 20 nm. A displacement of that size corresponds to an intensity of 0.019, but only the most oblique rays, tilted one way, cast the full shadow. Averaged over the filled source, the geometric shadow is about 4 nm and the intensity change about −0.004. This is a size estimate, not an electromagnetic solution for the film edge.

The match between source and pupil deserves particular attention. For the sizes chosen above, underfill is the largest change, at 13 % of the ideal edge intensity for sigma = 0.9. An overfill to sigma = 1.1 gives 16 % in the other direction. The factor of three between clear-field and threshold dose is therefore a rule for large, isolated edges in focus, with matched illumination and an absorber of negligible leakage. The shortest period for which the value 1/3 is shown here is 100 λ/NA, and how narrow a feature may be before neighbouring edges matter is not examined. The rule concerns the aerial image. Acid or inhibitor diffusion, standing waves and development can move the resist edge further, and they are not included in these numbers. The numerical output below gives the values to more digits.

Computed values

```
Chord mean of squared logarithm: 3.28986813
Edge intensity, chord quadrature (clear field = 1): 0.33333333
Edge intensity, grating orders (clear field = 1): 0.33377
Edge intensity, matched two-interval pupil: 0.3333333
Edge intensity, matched Gaussian pupil: 0.3333333
Added by source points outside pupil: 0.1666667
Edge intensity, sigma 0.3: 0.25239
Edge intensity, sigma 0.5: 0.25727
Edge intensity, sigma 0.7, formula: 0.26684
Edge intensity, sigma 0.7, grating: 0.26684
Edge intensity, sigma 0.9: 0.28909
Small-sigma law, ratio at sigma 0.1: 1.0050
Edge slope, formula (NA/wavelength): 1.69765
Edge slope, grating (NA/wavelength): 1.69524
Test leakage amplitude: (0.3-0.2j)
Leaky edge, formula: 0.47667
Leaky edge, grating: 0.47690
Wavelength: 365 nm
Numerical aperture: 0.20
Length unit wavelength/NA: 1825 nm
Threshold dose: 60 mJ/cm2
Clear-field dose for edge on position: 180.0 mJ/cm2
Edge slope: 9.302e-04 per nm
Lower relative threshold: 0.30
Edge displacement at lower threshold: -35.8 nm
Grating intensity at that position: 0.3011
Chromium optical density: 3.0
Chromium amplitude leakage: 0.0316
Leakage change, in phase: +0.01087
Leakage change, opposite phase: -0.01021
Edge displacement, in-phase leakage: -11.7 nm
Defocus: 4000 nm
Defocus phase at pupil rim: 1.3771 rad
Defocus change, full formula: +0.01882
Defocus change, grating: +0.01874
Defocus change, second order: +0.02002
Second-order law, ratio at 0.1 rad: 0.99968
Edge displacement, defocus: -20.2 nm
Change for sigma 0.9: -0.04424
Edge displacement, sigma 0.9: 47.6 nm
Vector-field change (focus in air): +0.00076
Flare fraction: 0.02
Flare change: +0.00333
Chromium thickness: 100 nm
Largest geometric shadow of film: 20.4 nm
Intensity change for that shadow: 0.0190
```
